# Screening by a Polarizable Sheet: the Rytova-Keldysh Potential

An electron and a hole in a layer a few atoms thick attract each other through a field that runs partly inside the layer and partly through the vacuum around it. Only the layer can polarize. In a bulk insulator the attraction at large separation is the Coulomb law divided by a dielectric constant. In the layer this cannot hold, because the more widely the charges are separated, the more of their field passes through empty space. What, then, replaces the dielectric constant, and what is the interaction as a function of distance?

## Assumptions and result

The layer is idealized as a plane sheet at $z=0$ with vacuum on both sides. Positions in the plane are denoted by $\mathbf r$, with $r=|\mathbf r|$. Gaussian units are used. The sheet responds to a static field by a dipole moment per unit area

$$\mathbf P(\mathbf r)=\alpha\,\mathbf E_\parallel(\mathbf r,0),\qquad \alpha>0, \tag{1}$$

where $\mathbf E_\parallel$ is the in-plane part of the total field, including the field of the sheet's own polarization. The response is linear, isotropic and local, and there is none perpendicular to the plane. A finite $\alpha$ presupposes an insulating layer without free carriers. A dipole moment per area divided by a field is a length in these units, so $\alpha$ is a length.

In-plane Fourier transforms are defined by $f(\mathbf q)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}f(\mathbf r)$, with $q=|\mathbf q|$.

**Theorem.** Let a point charge $Q$ rest in the sheet at the origin. The potential in the plane is

$$\phi(q)=\frac{2\pi Q}{q\,\epsilon(q)},\qquad \epsilon(q)=1+2\pi\alpha q, \tag{2}$$

and in real space, for $r>0$,

$$\phi(r)=\frac{\pi Q}{2r_0}\left[H_0\!\left(\frac r{r_0}\right)-Y_0\!\left(\frac r{r_0}\right)\right],\qquad r_0=2\pi\alpha. \tag{3}$$

Here $Y_0$ is the Bessel function of the second kind and $H_0$ is the Struve function,

$$H_0(x)=\sum_{k=0}^\infty\frac{(-1)^k(x/2)^{2k+1}}{\Gamma(k+\tfrac32)^2}. \tag{4}$$

An electron and a hole at distance $r$ have the interaction energy $-e^2\phi(r)/Q$. In a Bethe-Salpeter calculation this models the static screened attraction at wavelengths long enough for the layer to act as a uniform sheet.

## Lemma 1: the dielectric function

**Proof of (2).** A polarization that varies in the plane leaves a bound surface charge $\sigma=-\nabla_\parallel\cdot\mathbf P$. Since $\mathbf E_\parallel=-\nabla_\parallel\phi$, the two minus signs cancel:

$$\sigma(\mathbf r)=\alpha\nabla_\parallel^2\phi(\mathbf r,0),\qquad \sigma(q)=-\alpha q^2\phi(q,0). \tag{5}$$

Poisson's equation, transformed in the plane only, is

$$\phi''(q,z)-q^2\phi(q,z)=-4\pi\,[Q+\sigma(q)]\,\delta(z), \tag{6}$$

where a prime denotes $d/dz$. Away from the plane the solution that vanishes at large $|z|$ is $\phi(q,z)=A\,e^{-q|z|}$. Integrating (6) across $z=0$ gives the jump of the slope. The slope is $-qA$ just above and $+qA$ just below, so

$$-2qA=-4\pi[Q+\sigma(q)],\qquad A=\frac{2\pi}{q}[Q+\sigma(q)].$$

But $A=\phi(q,0)$, and (5) expresses $\sigma$ through the same quantity. Hence

$$A=\frac{2\pi Q}{q}-2\pi\alpha qA,\qquad A\,(1+2\pi\alpha q)=\frac{2\pi Q}{q}.$$

Without the sheet the potential would be $2\pi Q/q$. The factor that divides it is $\epsilon(q)=1+2\pi\alpha q$. $\square$

The factor $q$ has a simple origin. The bound charge contains two in-plane derivatives, hence $q^2$, while the potential made by a surface charge contains $1/q$. As $q\to0$ the screening disappears: a slowly varying potential produces too little bound charge to alter it.

**Remark: other surroundings.** If uniform media with constants $\epsilon_1$ and $\epsilon_2$ fill the two half-spaces, the jump condition applies to the normal displacement and reads $(\epsilon_1+\epsilon_2)qA=4\pi(Q-\alpha q^2A)$. With $\kappa=(\epsilon_1+\epsilon_2)/2$ this gives $\epsilon(q)=\kappa+2\pi\alpha q$. Below, $\kappa=1$.

## How thin must the layer be?

A real layer has a thickness $d$. To see when (2) applies, take a uniform slab with in-plane dielectric constant $\epsilon_\parallel$ and perpendicular constant 1, with the charge at mid-plane. The dipole moment per area in a uniform in-plane field fixes the correspondence

$$4\pi\alpha=(\epsilon_\parallel-1)d,\qquad \epsilon_\parallel-1=\frac{2r_0}{d}.$$

Inside the slab, away from the charge, $\phi''=q^2\epsilon_\parallel\phi$. Define $y=-\phi'/\phi$ in the upper half. The charge makes $\phi'(0^+)=-2\pi Q$, so an effective dielectric function defined by $\phi(q,0)=2\pi Q/[q\,\epsilon_{\rm slab}(q)]$ equals $y(0^+)/q$. Let $t=d/2-z$ be the depth below the upper surface. From $dy/dz=-\phi''/\phi+y^2$ it follows that

$$\frac{dy}{dt}=q^2\epsilon_\parallel-y^2=\frac{2r_0q^2}{d}-(y^2-q^2),\qquad y(t=0)=q.$$

The starting value expresses the decay $e^{-qz}$ outside. For small $d$ the first term dominates and gives $y\approx q(1+r_0q\tau)$ with $\tau=2t/d$, which runs from 0 to 1. At mid-plane this is $q(1+r_0q)$, the sheet result. Inserting it in the neglected term gives the leading correction:

$$\epsilon_{\rm slab}-\epsilon\approx-\frac{qd}{2}\int_0^1\!\left[2r_0q\tau+(r_0q)^2\tau^2\right]d\tau
=-\frac{qd}{2}\left[r_0q+\frac{(r_0q)^2}{3}\right]. \tag{7}$$

Relative to the screening term $r_0q$, the correction is small if

$$\frac{qd}{2}\left(1+\frac{r_0q}{3}\right)\ll1. \tag{8}$$

For this slab, if it is strongly polarizable, $r_0\gg d$, this demands more than $qd\ll1$. The potential then varies across the slab on the scale $1/(q\sqrt{\epsilon_\parallel})$, which is shorter than $1/q$. Both statements depend on the perpendicular constant being 1. A real layer also polarizes perpendicular to the plane. With a perpendicular constant $\epsilon_\perp$, the same steps with $y=-\epsilon_\perp\phi'/\phi$ replace the last bracket in (7) by $[1+r_0q+(r_0q)^2/3]/\epsilon_\perp-1$, and the scale becomes $\sqrt{\epsilon_\perp/\epsilon_\parallel}/q$. The coefficient of $q$ at small $q$ then grows from $r_0$ to $r_0+\tfrac d2(1-1/\epsilon_\perp)$, and the quadratic term is smaller by the factor $\epsilon_\perp$, so (8) is stricter than such a layer requires.

## Lemma 2: the potential as an integral over image charges

**Statement.** For $r>0$,

$$\phi(r,z)=Q\int_0^\infty\frac{e^{-s}\,ds}{\sqrt{r^2+(|z|+r_0s)^2}}. \tag{9}$$

**Proof.** The inverse transform is $\int d^2q/(2\pi)^2$ of $e^{i\mathbf q\cdot\mathbf r}\,2\pi Q\,e^{-q|z|}/[q(1+r_0q)]$. In polar coordinates $d^2q=q\,dq\,d\theta$, and the angular integral of $e^{iqr\cos\theta}$ is $2\pi J_0(qr)$. The powers of $q$ and $2\pi$ cancel:

$$\phi(r,z)=Q\int_0^\infty\frac{J_0(qr)\,e^{-q|z|}}{1+r_0q}\,dq. \tag{10}$$

Take $z\ne0$ first, so that the exponential makes the integral absolutely convergent. Write

$$\frac1{1+r_0q}=\int_0^\infty e^{-s(1+r_0q)}\,ds.$$

Since $|J_0|\le1$, the double integral converges absolutely and its order may be exchanged. What remains is the $q$ integral with $a=|z|+r_0s$:

$$\int_0^\infty J_0(qr)e^{-qa}dq=\frac1{2\pi}\int_0^{2\pi}\frac{d\theta}{a-ir\cos\theta}
=\frac1{2\pi}\int_0^{2\pi}\frac{a\,d\theta}{a^2+r^2\cos^2\theta}.$$

The first equality uses $J_0(qr)=(2\pi)^{-1}\int_0^{2\pi}e^{iqr\cos\theta}d\theta$. In the second, the imaginary part vanishes because $\cos\theta$ changes sign under $\theta\to\pi-\theta$. The remaining integral is four times that over a quarter turn. With $v=\tan\theta$, so that $d\theta=dv/(1+v^2)$ and $\cos^2\theta=1/(1+v^2)$, it becomes

$$\frac2\pi\int_0^\infty\frac{a\,dv}{a^2v^2+a^2+r^2}=\frac2\pi\cdot\frac{\pi}{2\sqrt{a^2+r^2}}=\frac1{\sqrt{r^2+a^2}}.$$

This proves (9) for $z\neq0$. The integrand of (9) never exceeds $e^{-s}/r$, which is integrable, so the limit $z\to0$ may be taken under the integral. $\square$

Equation (9) has an electrostatic reading. Seen from above, the charge and the polarized sheet together act like the charge $Q$ spread along a line below the plane, with weight $e^{-s}$ at depth $r_0s$. The mean depth is $r_0$.

In the plane put $x=r/r_0$ and $\phi=QF(x)/r_0$. Equation (9), followed by the substitution $s=xu$, gives

$$F(x)=\int_0^\infty\frac{e^{-s}ds}{\sqrt{x^2+s^2}}=\int_0^\infty\frac{e^{-xu}}{\sqrt{1+u^2}}\,du. \tag{11}$$

## Lemma 3: behaviour at short and long distance

**Statement.** With $\gamma$ Euler's constant, for every $x>0$,

$$0\le F(x)-\left[\ln\frac2x-\gamma\right]\le x, \tag{12}$$

$$\frac1x-\frac1{x^3}\le F(x)\le\frac1x. \tag{13}$$

**Proof of (12).** The derivative of $\operatorname{arsinh}(s/x)$ with respect to $s$ is $1/\sqrt{x^2+s^2}$. Integrating the first form in (11) by parts, with vanishing boundary terms, gives

$$F(x)=\int_0^\infty e^{-s}\operatorname{arsinh}(s/x)\,ds.$$

Now $\operatorname{arsinh}y=\ln(y+\sqrt{1+y^2})\ge\ln2y$. Replacing the first by the second gives the bracket in (12), because $\int_0^\infty e^{-s}\ln s\,ds=-\gamma$. The remainder is therefore not negative. To bound it from above, replace $e^{-s}$ by 1 and set $s=xy$:

$$\text{remainder}\le x\int_0^\infty[\operatorname{arsinh}y-\ln2y]\,dy
=x\Big[y(\operatorname{arsinh}y-\ln2y)-\sqrt{1+y^2}+y\Big]_0^\infty.$$

At the upper limit the bracket vanishes, since $\operatorname{arsinh}y-\ln2y\le1/(4y^2)$. At the lower limit it is $-1$. The integral is 1, which proves (12).

**Proof of (13).** For $u\ge0$, $1-u^2/2\le(1+u^2)^{-1/2}\le1$; the lower bound is the tangent to a convex function of $u^2$. Insert this in the second form of (11) and use $\int_0^\infty e^{-xu}du=1/x$ and $\int_0^\infty u^2e^{-xu}du=2/x^3$. $\square$

For $r\ll r_0$ the potential is thus logarithmic,

$$\phi(r)\approx\frac{Q}{r_0}\left[\ln\frac{2r_0}{r}-\gamma\right], \tag{14}$$

and for $r\gg r_0$ it is $Q/r$, the bare Coulomb potential. No constant $\epsilon$ in $Q/(\epsilon r)$ can describe both. The logarithm is the potential of a point charge in a world of two dimensions: close to the charge, the displacement flux is carried by the sheet. There the in-plane field is about $Q/(r_0r)$, so the flux of $4\pi\mathbf P$ through a circle of radius $r$ is $2\pi r\cdot4\pi\alpha\,Q/(r_0r)=4\pi Q$, the whole flux of the charge. The electric field just outside the sheet is not parallel to it: for $r\ll r_0$ its normal component is about as large as its in-plane one.

## Proof of the closed form

**An equation for $F$.** For $x>0$ the exponential in (11) permits differentiation under the integral, and two derivatives bring down $u^2$. Therefore

$$F''+F=\int_0^\infty e^{-xu}\frac{u^2+1}{\sqrt{1+u^2}}\,du=\int_0^\infty e^{-xu}\sqrt{1+u^2}\,du,$$

where primes now denote $d/dx$. Integration by parts, with $e^{-xu}=-x^{-1}\,d(e^{-xu})/du$, gives a boundary term $1/x$ from $u=0$ and

$$F''+F=\frac1x+\frac1x\int_0^\infty\frac{u\,e^{-xu}}{\sqrt{1+u^2}}\,du=\frac1x-\frac{F'}x.$$

The last integral is $-F'$, because one derivative of (11) brings down $-u$. Hence

$$F''+\frac{F'}x+F=\frac1x. \tag{15}$$

**A particular solution.** Let $D=d^2/dx^2+x^{-1}d/dx$. Since $Dx^m=m^2x^{m-2}$,

$$D\left(\frac x2\right)^{2k+1}=\left(k+\tfrac12\right)^2\left(\frac x2\right)^{2k-1}.$$

Apply this to each term of (4) and use $\Gamma(k+\tfrac32)=(k+\tfrac12)\Gamma(k+\tfrac12)$:

$$DH_0=\sum_{k=0}^\infty\frac{(-1)^k(x/2)^{2k-1}}{\Gamma(k+\tfrac12)^2}=\frac{2}{\pi x}-H_0.$$

The term $k=0$ is $2/(\pi x)$, because $\Gamma(\tfrac12)^2=\pi$. The terms $k\ge1$, renumbered by $k=j+1$, are the series (4) with opposite sign. So $\tfrac\pi2H_0$ satisfies (15).

**The remaining constants.** The difference $F-\tfrac\pi2H_0$ satisfies (15) with zero on the right. That is Bessel's equation of order zero, whose general solution is a combination of $J_0$ and $Y_0$:

$$F=\tfrac\pi2H_0+AJ_0+BY_0,$$

with constants $A$ and $B$. As $x\to0$, $H_0\to0$, $J_0\to1$ and $Y_0=\tfrac2\pi[\ln(x/2)+\gamma]+o(1)$. The bound (12) gives $F=-[\ln(x/2)+\gamma]+o(1)$. Equating the two,

$$-\left[\ln\frac x2+\gamma\right]=A+\frac{2B}\pi\left[\ln\frac x2+\gamma\right]+o(1).$$

The logarithms require $B=-\pi/2$, and the constants then require $A=0$. Thus $F=\tfrac\pi2(H_0-Y_0)$, and $\phi=QF/r_0$ is (3). $\square$

The numerical check tests (3) against direct quadrature of the inverse transform, and (2) against Poisson's equation solved through thin slabs.

## Where the screening charge sits

Equations (5) and (2) give the induced charge

$$\sigma(q)=-\frac{Qr_0q}{1+r_0q}=-Q+\frac{Q}{1+r_0q}. \tag{16}$$

The term $-Q$, independent of $q$, is a point charge at the origin that cancels the external one. The second term is an equal charge of the original sign, displaced outward. Its density for $r>0$ follows from (5) and (15), with $\alpha=r_0/2\pi$:

$$\sigma(r)=\frac{r_0}{2\pi}\,\frac{Q}{r_0^3}\left(F''+\frac{F'}x\right)=\frac{Q}{2\pi r_0^2}\left(\frac1x-F\right).$$

It is not negative, by (13). Integrating over a disc of radius $r=Xr_0$, and using the first form of (11) with $\int_0^X x\,dx/\sqrt{x^2+s^2}=\sqrt{X^2+s^2}-s$, gives

$$N(r)=Q\int_0^X(1-xF)\,dx=Q\left[X+1-\int_0^\infty e^{-s}\sqrt{s^2+X^2}\,ds\right]. \tag{17}$$

Since $0\le\sqrt{s^2+X^2}-X\le s^2/2X$, it follows that $1-1/X\le N/Q\le1$. The spread charge therefore adds up to $Q$. This agrees with the value of $Q/(1+r_0q)$ at $q=0$, so no further point charge is left at the origin, and $N(r)$ is the whole net charge within $r$. The sheet does not remove charge. It moves it outward: about half lies within a distance of order $r_0$, and the part beyond $Xr_0$ falls off only as $Q/X$ at large $X$. Because the net charge remains $Q$, the distant potential is unscreened.

## Worked example

Take the round model value $\alpha=6$ Å, which stands for no particular material. Then $r_0=2\pi\times6=37.70$ Å. The interaction energy of two like unit charges is $e^2F(x)/r_0$, with $e^2=14.40$ eV Å; an electron and a hole have the negative of it.

At $r=10$ Å, $x=10/37.70=0.2653$, $H_0=0.1676$ and $Y_0=-0.8914$. Hence

$$F=\frac\pi2(0.1676+0.8914)=1.663,\qquad \frac{14.40}{37.70}\times1.663=0.635\ \text{eV}.$$

The bare energy is 1.440 eV, larger by a factor of 2.27. Other distances give:

| $r$ (Å) | screened (eV) | bare (eV) | bare/screened |
|---|---|---|---|
| 5 | 0.861 | 2.880 | 3.34 |
| 20 | 0.437 | 0.720 | 1.65 |
| 40 | 0.276 | 0.360 | 1.30 |
| 100 | 0.132 | 0.144 | 1.09 |
| 400 | 0.0357 | 0.0360 | 1.01 |

The ratio in the last column plays the part of a dielectric constant for the energy (the corresponding ratio for the force is a different function of $r$), and it falls towards 1 as the distance grows.

The logarithm (14) gives 0.816, 0.551 and 0.286 eV at 5, 10 and 20 Å. Relative to the full sheet potential these are too low by 5, 13 and 34 per cent. Their sign agrees with (12), and so does their size: at 10 Å the bound allows $0.382\times0.265=0.101$ eV, and the actual difference is 0.084 eV. The logarithm thus needs $r$ well below $r_0$.

The net charge within $r_0$ is $0.461\,Q$, and half of $Q$ lies within $1.17\,r_0$, or 44 Å. Even at $10\,r_0$ the enclosed charge is $0.903\,Q$, in keeping with the slow approach allowed by the bound $1-1/X$.

For comparison, let the same polarizability fill a uniform slab 3 Å thick, with perpendicular constant 1:

| $q$ (Å$^{-1}$) | $\epsilon$, sheet | $\epsilon$, slab |
|---|---|---|
| 0.01 | 1.377 | 1.371 |
| 0.05 | 2.885 | 2.678 |
| 0.10 | 4.770 | 3.816 |

At $q=0.1$ Å$^{-1}$ the sheet value is 25 per cent above the slab value, although $qd$ is only 0.3. Condition (8) explains this: its left side is $0.15\,(1+3.77/3)=0.34$, which is not small. The first-order formula (7) predicts a difference of 1.28, against 0.95 found, so higher orders in $d$ already matter. The size of the gap depends on the perpendicular constant: with $\epsilon_\perp=6$ the slab value at this $q$ is 4.68, within 2 per cent of the sheet.

A separation $r$ draws mainly on wave numbers up to about $1/r$. With $q=1/r$ at 5 Å, the left side of (8) is $0.3\,(1+7.54/3)\approx1.1$. At 40 Å the same estimate gives 0.05. In real space this estimate overstates the error. Transforming the slab's potential back gives 0.960 eV at 5 Å, 0.647 eV at 10 Å and 0.275 eV at 40 Å, so the sheet is 10 per cent low, 2 per cent low and 0.3 per cent high. One reason is that, by (7), the difference of the two potentials tends to the constant $\pi Qd/3$ for $r_0q\gg1$, and a constant in $q$ acts only near $r=0$. With $\epsilon_\perp=6$ the slab gives 0.850 eV at 5 Å, within 2 per cent of the sheet. At a distance of a few ångströms neither continuum model accounts for the atomic structure of a real layer.

## Table of computed values

```
sheet polarizability alpha = 6.0 angstrom
screening length r0 = 37.699 angstrom
e^2 in Gaussian form = 14.3996 eV angstrom
comparison slab thickness = 3.0 angstrom
q (1/angstrom), epsilon of sheet, epsilon of uniform slab:
  0.001  1.0377  1.0376
  0.010  1.3770  1.3707
  0.050  2.8850  2.6777
  0.100  4.7699  3.8161
r (angstrom), x = r/r0, H0(x), Y0(x):
  5  0.13263  0.08427  -1.35113
  10  0.26526  0.16755  -0.89142
  20  0.53052  0.32729  -0.40074
  40  1.06103  0.59470  0.13435
  100  2.65258  0.69106  0.47087
  400  10.61033  -0.03322  -0.09272
r (angstrom), screened energy (eV), bare energy (eV), bare/screened:
  5  0.86122  2.87993  3.3440
  10  0.63537  1.43996  2.2664
  20  0.43681  0.71998  1.6483
  40  0.27620  0.35999  1.3034
  100  0.13211  0.14400  1.0899
  400  0.03570  0.03600  1.0084
r (angstrom), logarithmic approximation to the energy (eV):
  5  0.81592
  10  0.55117
  20  0.28641
radius with half the net charge = 1.1702 r0
the same radius = 44.12 angstrom
net charge within r0 = 0.4611 Q
net charge within 10 r0 = 0.9027 Q
largest error of epsilon, thin-slab test = 2.5e-06
largest error of F, direct quadrature = 4.4e-16
largest error of scaled field jump = 1.1e-07
```
